**Rejection-free kinetic Monte Carlo for solid-on-solid growth**

The program simulates column heights `h` with hop rates `nu*exp(-(E_S + n*E_N + E_ES*[level changes])/(kB*T))` and deposition at rate `F` per site. Here `n` counts lateral neighbours, `nu` is the attempt rate, and `E_S`, `E_N` and `E_ES` are the terrace barrier, bond energy and step barrier. It asserts that events are selected in proportion to rates found from total energies, that a rejection scheme gives the same exponential waiting times, and that simulated transients agree with the matrix exponential of the master equation. For all 495 states of four atoms on 3×3 sites, the stationary solution agrees with the Boltzmann law to a relative error of about 1e-11, and net currents vanish to rounding. A step barrier on downward hops alone produces relative net currents of up to 0.067. The program also asserts that time-weighted averages follow the Boltzmann law while event counts follow a different one, and that arrival intervals during growth are exponential. In the example with rough Rh(100) parameters, the height variance after one monolayer falls from 0.99 at 300 K to 0.26 at 400 K. Letting atoms slide to lower sites on landing reduces the 300 K value to 0.26, so that result depends strongly on the landing rule.

## Numerical verification

```python
"""Rejection-free kinetic Monte Carlo for solid-on-solid epitaxial growth.

Result under test: drawing event e with probability r_e/R and a waiting time
from R*exp(-R*t), R = sum of all rates r_e, samples the master equation.
Without deposition the hop rates
    r = nu*exp(-(E_S + n*E_N + E_ES*[level changes])/(kB*T))
obey detailed balance for the energy H = -E_N * sum over bonds of min(h_i,h_j).
h: column heights, n: lateral neighbours of the hopping atom, nu: attempt rate
per direction, E_S: terrace barrier, E_N: bond energy, E_ES: step barrier,
F: deposition rate per site.  Energies in eV, times in s, temperatures in K.
"""
import itertools
import math
import random
from functools import lru_cache

import numpy as np
from scipy import constants, stats
from scipy.linalg import expm

KB = constants.k / constants.e
NU, E_S, E_N, E_ES = 1.0e13, 0.85, 0.25, 0.05
FLUX, LAYER_NM = 0.05, 0.19
T_TEST = 2500.0   # artificial temperature that lets small systems mix fast


def hop_table(temp, up=E_ES, down=E_ES, shift=0.0):
    """Rates of the 15 classes 3*n + s; s = 0 same level, 1 up, 2 down."""
    return [NU * math.exp(-(E_S + shift + n * E_N + step) / (KB * temp))
            for n in range(5) for step in (0.0, up, down)]


@lru_cache(maxsize=None)
def geometry(size):
    """Neighbours, sites affected by a deposition, sites affected by a hop."""
    nb = []
    for x in range(size * size):
        r, c = divmod(x, size)
        nb.append((r * size + (c + 1) % size, r * size + (c - 1) % size,
                   ((r + 1) % size) * size + c, ((r - 1) % size) * size + c))
    near = [tuple({x, *nb[x]}) for x in range(size * size)]
    near_hop = [tuple({*near[x], *near[y]})
                for x in range(size * size) for y in nb[x]]
    return nb, near, near_hop


def bonds(h, size):
    nb = geometry(size)[0]
    return sum(min(h[x], h[nb[x][0]]) + min(h[x], h[nb[x][2]])
               for x in range(size * size))


class Surface:
    """Heights plus lists of all possible hops, sorted by rate class."""

    def __init__(self, heights, size, table, dep, rng, funnel=False):
        self.h = list(heights)
        self.nb, self.near, self.near_hop = geometry(size)
        self.sites, self.table, self.dep = size * size, table, dep
        self.rng, self.funnel = rng, funnel
        self.cls = [-1] * (4 * self.sites)
        self.pos = [0] * (4 * self.sites)
        self.members = [[] for _ in table]
        self.refresh(range(self.sites))

    def move(self, e, new):
        old = self.cls[e]
        if old >= 0:
            group = self.members[old]
            last = group.pop()
            if last != e:
                group[self.pos[e]] = last
                self.pos[last] = self.pos[e]
        if new >= 0:
            self.pos[e] = len(self.members[new])
            self.members[new].append(e)
        self.cls[e] = new

    def refresh(self, sites):
        h, nb, cls = self.h, self.nb, self.cls
        for x in sites:
            hx, e = h[x], 4 * x
            if hx == 0:
                if cls[e] >= 0:
                    for k in range(e, e + 4):
                        self.move(k, -1)
                continue
            a, b, c, d = nb[x]
            around = (h[a], h[b], h[c], h[d])
            base = 0
            for hy in around:
                if hy >= hx:
                    base += 3
            for hy in around:
                level = hy + 1 - hx
                new = base if level == 0 else base + (1 if level > 0 else 2)
                if new != cls[e]:
                    self.move(e, new)
                e += 1

    def total(self):
        return self.dep * self.sites + sum(
            k * len(m) for k, m in zip(self.table, self.members))

    def choose(self):
        """Return waiting time, total rate, event (negative: deposition)."""
        rng, total = self.rng, self.total()
        wait = -math.log(1.0 - rng()) / total
        target = rng() * total
        if target < self.dep * self.sites:
            return wait, total, -1 - int(rng() * self.sites)
        target -= self.dep * self.sites
        group = None
        for k, m in zip(self.table, self.members):
            weight = k * len(m)
            if weight > 0.0:
                group = m
                if target < weight:
                    break
                target -= weight
        return wait, total, group[int(rng() * len(group))]

    def apply(self, event):
        h = self.h
        if event >= 0:
            x = event >> 2
            h[x] -= 1
            h[self.nb[x][event & 3]] += 1
            self.refresh(self.near_hop[event])
        else:
            x = -1 - event
            if self.funnel:
                options = [(h[x], -1.0, x)]
                options += [(h[y], self.rng(), y) for y in self.nb[x]]
                x = min(options)[2]
            h[x] += 1
            self.refresh(self.near[x])


def chi2_pvalue(observed, expected):
    observed, expected = np.array(observed, float), np.array(expected, float)
    big = expected >= 10
    o, q = observed[big], expected[big]
    o[-1] += observed[~big].sum()
    q[-1] += expected[~big].sum()
    return stats.chi2.sf(((o - q) ** 2 / q).sum(), len(q) - 1)


# --- Competing clocks: explicit sum over short Bernoulli time steps ---------
clock = np.array([3.0, 1.0, 0.5])
R_clock = clock.sum()
dt = 1e-4 / R_clock
quiet = np.prod(1 - clock * dt)
only_one = clock * dt * quiet / (1 - clock * dt)
survive = quiet ** np.arange(300000)
first = only_one * survive.sum()
first_early = only_one * survive[:5000].sum()       # before t = 0.5/R
assert np.allclose(first, clock / R_clock, atol=1e-3)
assert np.allclose(first_early, clock / R_clock * (1 - math.exp(-0.5)), atol=1e-3)

# --- Event selection on a frozen rough surface ------------------------------
nprng = np.random.default_rng(11)
table = hop_table(T_TEST)
size = 8
rough = [int(v) for v in np.bincount(nprng.integers(0, 64, 40), minlength=64)]
frozen = Surface(rough, size, table, 0.02 * table[0], random.Random(1).random)
by_energy = np.zeros(5 * 64)
by_energy[256:] = frozen.dep
for x in range(64):
    if rough[x] > 0:
        removed = list(rough)
        removed[x] -= 1
        cost = E_N * (bonds(rough, size) - bonds(removed, size))
        for d, y in enumerate(geometry(size)[0][x]):
            saddle = E_S + cost + (E_ES if rough[y] + 1 != rough[x] else 0.0)
            by_energy[4 * x + d] = NU * math.exp(-saddle / (KB * T_TEST))
R_frozen = frozen.total()
assert abs(by_energy.sum() / R_frozen - 1) < 1e-10
draws = 60000
hits = np.zeros(5 * 64)
for _ in range(draws):
    event = frozen.choose()[2]
    hits[event if event >= 0 else 255 - event] += 1
p_select = chi2_pvalue(hits, draws * by_energy / by_energy.sum())
assert p_select > 1e-4

# Waiting times from a rejection scheme that never uses the summed rate
trials = 300000
bound = by_energy.max()
stamp = np.cumsum(nprng.exponential(1 / (bound * 320), trials))
pick = nprng.integers(0, 320, trials)
accepted = nprng.random(trials) < by_energy[pick] / bound
gaps = np.diff(stamp[accepted])
p_wait = stats.kstest(gaps, "expon", args=(0, 1 / R_frozen)).pvalue
assert p_wait > 1e-4
trials_frozen = trials / accepted.sum()
assert abs(trials_frozen * R_frozen / (320 * bound) - 1) < 0.05

# --- Every state of four atoms on 3 x 3 sites -------------------------------
states = []
for combo in itertools.combinations_with_replacement(range(9), 4):
    states.append(tuple(combo.count(x) for x in range(9)))
index = {s: k for k, s in enumerate(states)}
bond_count = np.array([bonds(s, 3) for s in states])


def generator(rates):
    G = np.zeros((len(states), len(states)))
    for k, s in enumerate(states):
        surf = Surface(s, 3, rates, 0.0, None)
        for e, c in enumerate(surf.cls):
            if c >= 0:
                t = list(s)
                t[e // 4] -= 1
                t[surf.nb[e // 4][e % 4]] += 1
                G[index[tuple(t)], k] += rates[c]
                G[k, k] -= rates[c]
    return G


def stationary(G):
    A = G / np.abs(G).max()
    A[-1] = 1.0
    rhs = np.zeros(len(G))
    rhs[-1] = 1.0
    return np.linalg.solve(A, rhs)


def worst_imbalance(G, p):
    flow = G * p
    np.fill_diagonal(flow, 0.0)
    both = flow + flow.T
    used = both > 0
    return np.max(np.abs(flow - flow.T)[used] / both[used])


boltzmann = np.exp(E_N * bond_count / (KB * T_TEST))
boltzmann /= boltzmann.sum()
G = generator(table)
pi = stationary(G)
err_pi = np.max(np.abs(pi / boltzmann - 1))
imbalance = worst_imbalance(G, pi)
assert err_pi < 1e-8 and imbalance < 1e-8
G_bad = generator(hop_table(T_TEST, up=0.0))        # barrier only downwards
pi_bad = stationary(G_bad)
imbalance_bad = worst_imbalance(G_bad, pi_bad)
tv_bad = 0.5 * np.abs(pi_bad - boltzmann).sum()
assert imbalance_bad > 1e-3 and tv_bad > 1e-3

# --- Transient: trajectories against the matrix exponential -----------------
tower = (4,) + (0,) * 8
R_tower = -G[index[tower], index[tower]]
times = (0.8 / R_tower, 4.0 / R_tower)
propagator = expm(G * times[0])
p_early = propagator[:, index[tower]]
p_late = np.linalg.matrix_power(propagator, 5)[:, index[tower]]


def snapshots(rng, fixed_step):
    surf = Surface(tower, 3, table, 0.0, rng)
    wait, total, event = surf.choose()
    now, seen = (1 / total if fixed_step else wait), []
    for limit in times:
        while now <= limit:
            surf.apply(event)
            wait, total, event = surf.choose()
            now += 1 / total if fixed_step else wait
        seen.append(index[tuple(surf.h)])
    return seen


rng = random.Random(2).random
runs = 4000
seen = np.array([snapshots(rng, False) for _ in range(runs)])
stay_kmc = np.mean(seen[:, 0] == index[tower])
stay_exact = p_early[index[tower]]
assert abs(stay_kmc - stay_exact) < 4.5 * math.sqrt(0.25 / runs)
p_transient = chi2_pvalue(np.bincount(bond_count[seen[:, 1]], minlength=9),
                          runs * np.bincount(bond_count, p_late, minlength=9))
assert p_transient > 1e-4
fixed = np.array([snapshots(rng, True) for _ in range(500)])
stay_fixed = np.mean(fixed[:, 0] == index[tower])
assert abs(stay_fixed - stay_exact) > 0.1

# --- Long run without deposition: time weights against event counts ---------
surf = Surface(tower, 3, table, 0.0, random.Random(3).random)
time_in, mean_time_in = np.zeros(len(states)), np.zeros(len(states))
visits = np.zeros(len(states))
long_events = 100000
for _ in range(long_events):
    wait, total, event = surf.choose()
    k = index[tuple(surf.h)]
    time_in[k] += wait
    mean_time_in[k] += 1 / total
    visits[k] += 1
    surf.apply(event)


def per_bond(weights):
    return np.bincount(bond_count, weights / weights.sum())


exact_time = per_bond(boltzmann)
exact_count = per_bond(-boltzmann * np.diag(G))
kmc_time, kmc_count = per_bond(time_in), per_bond(visits)
assert np.max(np.abs(kmc_time - exact_time)) < 0.02
assert np.max(np.abs(per_bond(mean_time_in) - exact_time)) < 0.02
assert np.max(np.abs(kmc_count - exact_count)) < 0.02
assert 0.5 * np.abs(exact_count - exact_time).sum() > 0.05

# --- Growth of one monolayer ------------------------------------------------
L, REPEATS = 24, 3


def grow(temp, shift=0.0, funnel=False, mobile=True):
    rates = hop_table(temp, shift=shift) if mobile else [0.0] * 15
    w2, bare, events, duration, intervals = [], [], 0, 0.0, []
    for seed in range(REPEATS):
        film = Surface([0] * L * L, L, rates, FLUX,
                       random.Random(100 + seed).random, funnel)
        landed, now, last = 0, 0.0, 0.0
        while landed < L * L:
            wait, _, event = film.choose()
            now += wait
            events += 1
            film.apply(event)
            if event < 0:
                landed += 1
                intervals.append(now - last)
                last = now
        duration += now
        w2.append(np.var(film.h))
        bare.append(film.h.count(0) / (L * L))
    trials_needed = duration * L * L * (4 * rates[0] + FLUX) / events
    return dict(w2=np.mean(w2), err=np.std(w2, ddof=1) / math.sqrt(REPEATS),
                bare=np.mean(bare), events=events / REPEATS,
                trials=trials_needed, intervals=intervals)


frozen_growth = grow(300.0, mobile=False)
assert abs(frozen_growth["w2"] - 1) < 0.16
assert abs(frozen_growth["bare"] - math.exp(-1)) < 0.04
temps = (300.0, 350.0, 400.0)
films = [grow(t) for t in temps]
assert films[0]["w2"] > films[1]["w2"] > films[2]["w2"]
p_arrival = stats.kstest(films[2]["intervals"], "expon",
                         args=(0, 1 / (FLUX * L * L))).pvalue
assert p_arrival > 1e-4
slide_cold, slide_hot = grow(300.0, funnel=True), grow(400.0, funnel=True)
assert slide_cold["w2"] < films[0]["w2"]
stiff = grow(400.0, shift=0.05)

# --- Neglected effects at 400 K ---------------------------------------------
kT = KB * 400.0
k_terrace = hop_table(400.0)[0]
edge_hops = k_terrace * math.exp(-E_N / kT) / FLUX
edge_hops_fast = k_terrace / FLUX
wigner = (constants.h * NU / (constants.k * 400.0)) ** 2 / 24
E_BIND = 4.0
desorbed = NU * math.exp(-E_BIND / kT) / FLUX

print(f"Barriers: terrace {E_S} eV, bond {E_N} eV, step {E_ES} eV")
print(f"Attempt rate {NU:.1e} 1/s; flux {FLUX} monolayer/s; layer {LAYER_NM} nm")
print(f"Clock rates {clock} 1/s; step sum, first-event prob. {np.round(first, 4)}")
print(f"  same, firing before 0.5/R: {np.round(first_early, 4)}")
print(f"Test temperature {T_TEST:.0f} K, E_N/kT = {E_N / (KB * T_TEST):.3f}")
print(f"Frozen 8x8 surface: total rate R = {R_frozen:.4e} 1/s")
print(f"Selection, {draws} draws: chi-square p-value {p_select:.3f}")
print(f"Rejection waiting times, {len(gaps)} gaps: KS p-value {p_wait:.3f}")
print(f"Rejection trials per event, frozen surface: {trials_frozen:.2f}")
print(f"Four atoms on 3x3 sites: {len(states)} states")
print(f"Null vector vs Boltzmann, max relative error {err_pi:.1e}")
print(f"Max relative net current, symmetric step barrier {imbalance:.1e}")
print(f"Max relative net current, downward-only barrier {imbalance_bad:.4f}")
print(f"Total variation from Boltzmann, downward-only {tv_bad:.4f}")
print(f"Tower of four: escape rate {R_tower:.4e} 1/s")
print(f"P(tower) at 0.8/R: master eq. {stay_exact:.4f}, KMC {stay_kmc:.4f}")
print(f"P(tower) at 0.8/R with fixed steps 1/R: {stay_fixed:.4f}")
print(f"Bond distribution at 4/R, {runs} runs: chi-square p {p_transient:.3f}")
print(f"Long run of {long_events} events; probability of each bond number:")
print("  bonds  Boltzmann  KMC time  pi*R exact  KMC event count")
for b in range(len(exact_time)):
    print(f"  {b:3d}   {exact_time[b]:8.4f}  {kmc_time[b]:8.4f}"
          f"  {exact_count[b]:8.4f}   {kmc_count[b]:8.4f}")
print(f"Growth: 1 monolayer on {L}x{L} sites, {REPEATS} runs per case")
print(f"No hopping: variance {frozen_growth['w2']:.3f} layer^2,"
      f" bare fraction {frozen_growth['bare']:.3f}")
for t, f in zip(temps, films):
    k0 = hop_table(t)[0]
    print(f"T = {t:.0f} K: hop rate {k0:.3e} 1/s per direction,"
          f" ratio to flux {k0 / FLUX:.3e}")
    print(f"  variance {f['w2']:.3f} +- {f['err']:.3f} layer^2,"
          f" rms roughness {LAYER_NM * math.sqrt(f['w2']):.3f} nm")
    print(f"  bare fraction {f['bare']:.3f}, events per run {f['events']:.0f},"
          f" rejection trials per event {f['trials']:.1f}")
print(f"Arrival intervals at 400 K: KS p-value {p_arrival:.3f}")
print(f"Sliding on landing, 300 K: variance {slide_cold['w2']:.3f}"
      f" +- {slide_cold['err']:.3f} layer^2")
print(f"Sliding on landing, 400 K: variance {slide_hot['w2']:.3f}"
      f" +- {slide_hot['err']:.3f} layer^2")
print(f"Terrace barrier +0.05 eV, 400 K: variance {stiff['w2']:.3f}"
      f" +- {stiff['err']:.3f} layer^2")
print(f"  hop rate divided by {math.exp(0.05 / kT):.2f}")
print(f"Edge hops per direction per monolayer time, 400 K: {edge_hops:.2f}")
print(f"  if edge barrier equalled terrace barrier: {edge_hops_fast:.0f}")
print(f"Leading tunnelling correction to hop rate, 400 K: {100 * wigner:.1f} %")
print(f"Desorptions per adatom per monolayer time ({E_BIND} eV): {desorbed:.1e}")
print("success")
```

Output:

```
Barriers: terrace 0.85 eV, bond 0.25 eV, step 0.05 eV
Attempt rate 1.0e+13 1/s; flux 0.05 monolayer/s; layer 0.19 nm
Clock rates [3.  1.  0.5] 1/s; step sum, first-event prob. [0.6667 0.2222 0.1111]
  same, firing before 0.5/R: [0.2623 0.0874 0.0437]
Test temperature 2500 K, E_N/kT = 1.160
Frozen 8x8 surface: total rate R = 6.7267e+12 1/s
Selection, 60000 draws: chi-square p-value 0.409
Rejection waiting times, 32847 gaps: KS p-value 0.088
Rejection trials per event, frozen surface: 9.13
Four atoms on 3x3 sites: 495 states
Null vector vs Boltzmann, max relative error 1.0e-11
Max relative net current, symmetric step barrier 5.1e-12
Max relative net current, downward-only barrier 0.0671
Total variation from Boltzmann, downward-only 0.0572
Tower of four: escape rate 6.1339e+11 1/s
P(tower) at 0.8/R: master eq. 0.4600, KMC 0.4610
P(tower) at 0.8/R with fixed steps 1/R: 1.0000
Bond distribution at 4/R, 4000 runs: chi-square p 0.633
Long run of 100000 events; probability of each bond number:
  bonds  Boltzmann  KMC time  pi*R exact  KMC event count
    0     0.0093    0.0094    0.0218     0.0213
    1     0.0528    0.0525    0.1123     0.1123
    2     0.2001    0.1998    0.3276     0.3276
    3     0.2016    0.2028    0.2211     0.2196
    4     0.5362    0.5354    0.3171     0.3193
Growth: 1 monolayer on 24x24 sites, 3 runs per case
No hopping: variance 1.043 layer^2, bare fraction 0.377
T = 300 K: hop rate 5.256e-02 1/s per direction, ratio to flux 1.051e+00
  variance 0.994 +- 0.042 layer^2, rms roughness 0.189 nm
  bare fraction 0.371, events per run 687, rejection trials per event 4.6
T = 350 K: hop rate 5.762e+00 1/s per direction, ratio to flux 1.152e+02
  variance 0.500 +- 0.024 layer^2, rms roughness 0.134 nm
  bare fraction 0.240, events per run 2419, rejection trials per event 111.5
T = 400 K: hop rate 1.952e+02 1/s per direction, ratio to flux 3.904e+03
  variance 0.258 +- 0.044 layer^2, rms roughness 0.097 nm
  bare fraction 0.129, events per run 9608, rejection trials per event 895.9
Arrival intervals at 400 K: KS p-value 0.398
Sliding on landing, 300 K: variance 0.264 +- 0.014 layer^2
Sliding on landing, 400 K: variance 0.171 +- 0.007 layer^2
Terrace barrier +0.05 eV, 400 K: variance 0.373 +- 0.024 layer^2
  hop rate divided by 4.27
Edge hops per direction per monolayer time, 400 K: 2.76
  if edge barrier equalled terrace barrier: 3904
Leading tunnelling correction to hop rate, 400 K: 6.0 %
Desorptions per adatom per monolayer time (4.0 eV): 8.0e-37
success
```
